# Gaussian distance disorder and the damping of EXAFS oscillations

## A shell that disappears

Take an indium oxide film whose In–In distances scatter about 3.35 Å. With a variance of 0.006 Å², taken here for the crystallized film, the In–In oscillation at photoelectron wave number $k=10$ Å⁻¹ keeps 30% of the amplitude it would have without disorder. With 0.030 Å², taken here for the amorphous film, it keeps 0.25%. The variance has grown by a factor of 5 and the signal has dropped by a factor of about 120, with the number of neighbours held fixed. These notes derive the law behind this drop, then find how far it can be trusted.

## The signal of one neighbour

An X-ray ejects an electron from a deep level of the absorbing atom. The outgoing wave reaches a neighbour at distance $r$, is scattered back, and interferes with itself at the absorber. The path there and back has length $2r$, so the phase is $2kr$ plus a scattering phase $\phi(k)$. In single scattering, with the neighbour treated as a small scatterer, its contribution to the normalized oscillation is

$$\chi_1(k,r)=B(k)\,g(r)\,\sin(2kr+\phi),\qquad g(r)=\frac{e^{-2r/\lambda}}{r^2}.$$

One factor $1/r$ comes from each leg. The length $\lambda$ is defined by the amplitude: over a path $L$ it falls by $e^{-L/\lambda}$. The factor $B(k)$ collects everything that does not depend on $r$. The wave number is measured from the threshold, so the kinetic energy is $\hbar^2k^2/2m$, which is 549 eV at $k=12$ Å⁻¹.

The nuclei are taken as stationary during the electron's flight. The spectrum then averages over snapshots of the structure. For $N$ neighbours of one kind, with normalized distance density $p(r)$,

$$\chi(k)=N B(k)\int p(r)\,g(r)\sin(2kr+\phi)\,dr .$$

Let $R$ be the mean of $r$ and $\sigma^2$ its variance. This is the variance of the absorber–neighbour distance, not of one atom's position: a displacement shared by both atoms leaves $r$ unchanged.

## The Gaussian average

Write $r=R+u$. Across one standard deviation $g$ changes little while the phase $2kr$ may change by more than a radian, so first freeze $g$ at $g(R)$. The phase $\phi$ is likewise taken as independent of $r$. Then

$$\chi(k)=N B(k) g(R)\,\mathrm{Im}\!\left[e^{i(2kR+\phi)}F(2k)\right],\qquad F(q)=\int p\,e^{iqu}\,du .$$

For a Gaussian,

$$p(u)=\frac{1}{\sqrt{2\pi\sigma^2}}\,e^{-u^2/2\sigma^2},\qquad \frac{dp}{du}=-\frac{u}{\sigma^2}\,p ,$$

so $u\,p=-\sigma^2\,dp/du$. Differentiate $F$, insert this, and integrate by parts; the boundary terms vanish because $p$ does:

$$\frac{dF}{dq}=i\int u\,p\,e^{iqu}du=-i\sigma^2\int\frac{dp}{du}e^{iqu}du=i\sigma^2(iq)\int p\,e^{iqu}du=-q\sigma^2F .$$

Since $F(0)=1$, the solution is $F(q)=e^{-q^2\sigma^2/2}$. At $q=2k$ the exponent is $-(2k)^2\sigma^2/2=-2k^2\sigma^2$, and

$$\boxed{\chi(k)=N B(k)g(R)\,e^{-2k^2\sigma^2}\sin(2kR+\phi)}$$

The 2 in the exponent is the square of the round-trip factor 2, halved by the Gaussian. The law refers to the amplitude; the squared amplitude carries $e^{-4k^2\sigma^2}$. Because $F$ is real and positive, the phase does not move: neighbours at $R+u$ and $R-u$ are equally frequent, and their phase errors cancel.

The Gaussian formally reaches $r\le0$, but $R$ lies about 19 or more standard deviations from zero in the cases below, so that tail is negligible.

For $k\sigma\ll1$ the factor is $1-2k^2\sigma^2$, which needs no Gaussian: any distribution with this variance gives it to second order in $k$. At larger $k$ the shape matters. If half the neighbours sit at $R+\delta$ and half at $R-\delta$, the variance is $\delta^2$, but

$$F(2k)=\tfrac12\left(e^{2ik\delta}+e^{-2ik\delta}\right)=\cos 2k\delta .$$

This vanishes at $k=\pi/4\delta$ and then returns with the opposite sign. A split shell gives beats, where a Gaussian shell gives steady damping.

## Thermal motion is Gaussian too

Static disorder is one source of $\sigma^2$; vibration is the other. Model the bond coordinate $x$ as a harmonic oscillator of reduced mass $\mu$ and frequency $\omega$ in thermal equilibrium. Write $x=\ell(a+a^\dagger)$ with $\ell^2=\hbar/2\mu\omega$ and $[a,a^\dagger]=1$. Define $D=e^{iqx}$, $f(q)=\langle D\rangle$ and $w=e^{-\hbar\omega/k_BT}$.

Since $[a,x]=\ell$ and $[a^\dagger,x]=-\ell$ are numbers,

$$[a,D]=iq\ell D,\qquad [a^\dagger,D]=-iq\ell D .$$

The operator $a$ lowers the energy by $\hbar\omega$, so the thermal density operator $\rho$ obeys $a\rho=w\rho a$, and similarly $a^\dagger\rho=w^{-1}\rho a^\dagger$. Moving operators cyclically under the trace gives

$$\langle Da\rangle=\mathrm{Tr}(a\rho D)=w\langle aD\rangle,\qquad \langle Da^\dagger\rangle=w^{-1}\langle a^\dagger D\rangle .$$

Insert these into the averaged commutators:

$$(1-w)\langle aD\rangle=iq\ell f,\qquad (1-w^{-1})\langle a^\dagger D\rangle=-iq\ell f .$$

The second gives $\langle a^\dagger D\rangle=iq\ell f\,w/(1-w)$. Therefore

$$\frac{df}{dq}=i\ell\langle(a+a^\dagger)D\rangle=-q\ell^2\,\frac{1+w}{1-w}\,f .$$

This is the equation solved above, so the thermal distribution is Gaussian, with

$$\sigma_{th}^2=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

At low temperature the zero-point value $\hbar/2\mu\omega$ remains. At high temperature $\coth y\to1/y$ gives the classical $k_BT/\mu\omega^2$.

If the static displacement $u_s$ and the thermal displacement $u_t$ are independent, then $\langle e^{iq(u_s+u_t)}\rangle=\langle e^{iqu_s}\rangle\langle e^{iqu_t}\rangle$. The exponents add, and $\sigma^2=\sigma_s^2+\sigma_{th}^2$.

## The In–O shell before and after crystallization

Take $R=2.15$ Å, the In–O reduced mass of 14.04 u and an Einstein temperature $\hbar\omega/k_B=500$ K. The thermal variance at 300 K is 0.00506 Å². With static variances of 0.004 Å² (amorphous) and 0.001 Å² (crystalline),

$$\sigma_{am}^2=0.00506+0.00400=0.00906\ \text{Å}^2,\qquad \sigma_{cr}^2=0.00506+0.00100=0.00606\ \text{Å}^2 .$$

The widths are 0.095 Å (0.0095 nm) and 0.078 Å (0.0078 nm). At $k=12$ Å⁻¹ the amorphous exponent is $2\times144\times0.00906=2.61$, so the factor is 0.0735.

| $k$ (Å⁻¹) | amorphous | crystalline |
|---|---|---|
| 4 | 0.748 | 0.824 |
| 8 | 0.313 | 0.460 |
| 12 | 0.0735 | 0.174 |

The amorphous factor reaches $1/e$ at $k=1/(\sqrt2\,\sigma)=7.4$ Å⁻¹.

At $k=8$ Å⁻¹ the ratio of the two factors is $0.313/0.460=0.68$. Someone who assigned the crystalline variance to the amorphous film and used this one $k$ would infer a loss of 32% of the oxygen neighbours, though $N$ is the same here. Coordination loss and disorder are told apart by their $k$ dependence: $N$ scales the amplitude equally at every $k$, while Gaussian disorder removes more at high $k$. A split shell, with its beats, need not follow this rule.

For In–In at $k=10$ Å⁻¹ the exponents are $2\times100\times0.030=6$ and $2\times100\times0.006=1.2$, giving the 0.0025 and 0.30 of the opening. At $k=4$ Å⁻¹ the amorphous exponent is 0.96 and the factor is still 0.38. What the model leaves of the amorphous second shell therefore lies mainly at low $k$.

## Restoring the distance dependence of the prefactor

Now let $g$ vary. From $\ln g=-2\ln r-2r/\lambda$, the first derivative at $R$ is $-a$ and the second is $b$, where

$$a=\frac2R+\frac2\lambda,\qquad b=\frac{2}{R^2},\qquad \frac{g(R+u)}{g(R)}\simeq e^{-au+bu^2/2}.$$

The quadratic term combines with the Gaussian. Put $1/s^2=1/\sigma^2-b$, that is, $s^2=\sigma^2/(1-b\sigma^2)$, which requires $b\sigma^2<1$. The average becomes

$$G=\frac{1}{\sqrt{2\pi\sigma^2}}\int e^{-u^2/2s^2+(2ik-a)u}\,du=\frac{s}{\sigma}\,e^{s^2(2ik-a)^2/2}.$$

The last step uses the earlier Gaussian result with $iq$ replaced by the complex number $2ik-a$; both sides are analytic in that number. Expanding $(2ik-a)^2=-4k^2-4ika+a^2$,

$$G=\frac{1}{\sqrt{1-b\sigma^2}}\;e^{-2k^2s^2}\;e^{a^2s^2/2}\;e^{-2ikas^2}.$$

With $\lambda$ taken as independent of $k$, as in all numbers here, the last factor is a phase linear in $k$, which looks like a change of distance. To leading order in $\sigma^2$,

$$\Delta R=-a\sigma^2=-2\sigma^2\left(\frac1R+\frac1\lambda\right).$$

Nearer neighbours contribute more strongly, so the shell appears too close. With $\lambda=8$ Å the amorphous In–O shift is

$$-2\times0.00906\times(0.465+0.125)=-0.0107\ \text{Å}.$$

At $k=12$ Å⁻¹ the full average has a phase of −0.257 rad but an amplitude 0.998 times the boxed law. The amplitude hardly moves because both corrections to its logarithm are small: an extra damping of $4k^2\sigma^4/R^2=0.010$ and a gain of $a^2\sigma^2/2+b\sigma^2/2=0.008$. Their near cancellation belongs to this $k$; at low $k$ the gain alone remains, still below 1%. For a Gaussian shell, neglecting the prefactor's variation is thus a good approximation for the damping and a poorer one for the distance. For the broader amorphous In–In shell the shift is −0.025 Å, and the amplitude correction is larger: the full average is 0.98 times the boxed law at $k=10$ Å⁻¹ and 0.97 times at 12 Å⁻¹.

The quadratic expansion also hides a formal point: $1/r^2$ is not integrable at $r=0$ against a Gaussian that is finite there. Real neighbours do not approach so closely. The numerical averages exclude that region: the Gaussian ones extend ten standard deviations to each side of $R$, and the skewed distributions used below start 8.6 standard deviations below $R$.

## When the distribution is not Gaussian

Let $m_n=\langle u^n\rangle$, with $m_1=0$. For small $z$,

$$\langle e^{zu}\rangle=1+\frac{z^2m_2}{2}+\frac{z^3m_3}{6}+\frac{z^4m_4}{24}+\dots$$

Take the logarithm with $\ln(1+y)=y-y^2/2+\dots$. Through fourth order, $y^2$ contributes $z^4m_2^2/4$, so

$$\ln\langle e^{zu}\rangle=\frac{z^2}{2}\sigma^2+\frac{z^3}{6}C_3+\frac{z^4}{24}C_4+\dots,\qquad C_3=m_3,\quad C_4=m_4-3m_2^2 .$$

With $z=2ik$ we have $z^2=-4k^2$, $z^3=-8ik^3$ and $z^4=16k^4$:

$$\ln\langle e^{2iku}\rangle=-2k^2\sigma^2-\tfrac43iC_3k^3+\tfrac23C_4k^4+\dots$$

For a Gaussian, $C_3$ and all higher cumulants vanish, since $\ln F$ is quadratic. While the terms shown dominate, a positive $C_3$, as for a longer tail towards large distances, lowers the phase, and a positive $C_4$ weakens the damping.

As an example, replace the amorphous In–O Gaussian by a shifted gamma distribution with the same $R$ and $\sigma^2$ and with $C_3=2.0\times10^{-4}$ Å³. Its skewness $C_3/\sigma^3$ is 0.23 and its fourth cumulant is $6.6\times10^{-6}$ Å⁴. At $k=12$ Å⁻¹ the cubic phase is −0.46 rad. Divided by $2k$, this resembles a shortening of 0.019 Å at this $k$, more than the prefactor shift of 0.011 Å. A cubic phase is not a fixed change of distance, however: the apparent shortening grows as $k^2$, and measured as phase divided by $2k$ it is the smaller of the two below about $k=9$ Å⁻¹. The position of a Fourier peak follows instead the slope of the phase against $2k$, which for the cubic term is $2C_3k^2$, three times larger; by that measure the cubic term already exceeds the prefactor shift above about $k=5$ Å⁻¹. The quartic term raises the amplitude by 10%.

The neglected terms should begin at $k^5$ in the phase and $k^6$ in the log amplitude, so doubling $k$ should multiply them by about 32 and 64. Numerical averages at $k=6$ and 12 Å⁻¹ give 30.9 and 61.6.

The broad second shell is more sensitive. For a shifted gamma distribution with the same skewness, the amorphous In–In factor at $k=10$ Å⁻¹ is 0.0038 instead of 0.0025. The skewness alone does not fix this value, since the fourth and higher cumulants also enter. The shell is still almost invisible, but the Gaussian value is wrong by about a third relative to the skewed one.

## Measuring the change in disorder

Compare the In–O amplitudes $A$ of the two films, with $B$, $R$ and $\lambda$ equal. The boxed law gives

$$\ln\frac{A_{am}}{A_{cr}}=\ln\frac{N_{am}}{N_{cr}}-2k^2\left(\sigma_{am}^2-\sigma_{cr}^2\right).$$

Plotted against $k^2$, the intercept gives the coordination ratio and the slope gives the variance difference, here 0.00300 Å². A straight-line fit to computed amplitudes between 4 and 12 Å⁻¹, with the full prefactor, returns 0.00302 Å² for Gaussian shells. If the amorphous shell has the skewed distribution, it returns 0.00247 Å², 18% below the true difference.

Two effects produce this bias. First, the quartic term bends the line. Between the end points the mean slope of $k^4$ against $k^2$ is $144+16=160$ Å⁻², so the inferred variance falls by about $160\,C_4/3=3.5\times10^{-4}$ Å². Second, the prefactor $e^{-au}$ changes $z$ from $2ik$ to $2ik-a$. The cubic term $z^3C_3/6$ then acquires the real part $3(2ik)^2(-a)C_3/6=2ak^2C_3$ at order $k^2$. This imitates a variance reduced by $aC_3$, which is $1.18\times2.0\times10^{-4}=2.4\times10^{-4}$ Å². The sum, $5.9\times10^{-4}$ Å², is close to the computed drop of $5.5\times10^{-4}$ Å²; the estimate replaces the fit by its end points and omits higher cumulants. The third cumulant, which changes only the phase when $g$ is frozen, thus affects the amplitude once $g$ varies.

## The model beside a real film

The In–O distance is a rough value for indium oxide; the variances, the Einstein temperature, the skewness and $\lambda$ are model choices, not fits. The drop by a factor of about 120 in the opening depends strongly on the amorphous In–In variance: with 0.020 Å² instead of 0.030 Å² it would be about 16. The number of In–In neighbours was held fixed; in a real amorphous film it can be lower as well, so the example shows that disorder can hide the shell, not that disorder alone does so. The crystal has two groups of In–In distances, roughly 3.4 and 3.8 Å. The example follows the shorter group, and a full spectrum must add the other with its own phase. The Gaussian shape is also an assumption, which an amorphous film need not obey. For the gamma distribution used here, fitted between 4 and 12 Å⁻¹, it costs 18% of the variance difference; another shape or fit range can change this figure, even at the same skewness.

Temperature can matter as much as structure. At 600 K the thermal variance is 0.00877 Å², 1.73 times its 300 K value. With the static part held fixed, the amorphous In–O factor at $k=12$ Å⁻¹ falls from 0.0735 to 0.025. This isolates the thermal effect; a real amorphous film may crystallize before reaching that temperature. Measuring both films at one temperature removes the thermal part from their difference only if their bonds are equally stiff. If the amorphous film had an Einstein temperature of 450 K instead of 500 K, the variance difference at 300 K would be 0.0040 Å² instead of 0.0030 Å², with the static parts unchanged. To isolate the static difference, each film's own thermal part must then be subtracted.

Multiple scattering sets another limit. A path from In to one O, on to a second O whose bond to In is at a right angle to the first bond, and back to In has half-length $2.15\,(1+1/\sqrt2)=3.67$ Å. That is well beyond the In–O shell at 2.15 Å but only 0.32 Å from the In–In distance. The right angle is an idealization: the unequal angles in the crystal spread such paths to both sides of this length, still far from the first shell. The single-scattering law is therefore safer for the first shell than for the second. The variation of $\phi$ with $r$, anharmonic vibration and measurement noise have not been estimated here.

The numerical output below lists the values used.

## Numbers as computed

```
In-O mean distance: 2.15 angstrom
In-In mean distance: 3.35 angstrom
mean free path: 8.0 angstrom
In-O reduced mass: 14.042 u
Einstein temperature: 500 K
thermal variance at 300 K: 0.00506 angstrom^2
thermal variance at 600 K: 0.00877 angstrom^2
static variance, amorphous: 0.00400 angstrom^2
static variance, crystalline: 0.00100 angstrom^2
In-O total variance, amorphous: 0.00906 angstrom^2
In-O total variance, crystalline: 0.00606 angstrom^2
In-O sigma, amorphous: 0.0952 angstrom = 0.00952 nm
In-O sigma, crystalline: 0.0779 angstrom = 0.00779 nm
k for 1/e damping, amorphous In-O: 7.43 1/angstrom
photoelectron energy at k=12 1/angstrom: 548.6 eV
In-O damping at k=4 1/angstrom: amorphous 0.7482, crystalline 0.8236 (no unit)
In-O damping at k=8 1/angstrom: amorphous 0.3135, crystalline 0.4602 (no unit)
In-O damping at k=12 1/angstrom: amorphous 0.0735, crystalline 0.1744 (no unit)
In-In variance: amorphous 0.030, crystalline 0.006 angstrom^2
In-In damping at k=10 1/angstrom: amorphous 0.00248, crystalline 0.30119 (no unit)
In-In damping, amorphous, skewed distribution, same k: 0.00384 (no unit)
In-O prefactor distance shift, amorphous: -0.0107 angstrom
In-O full prefactor effect at k=12 1/angstrom: phase -0.2574 rad, amplitude factor 0.9979
In-In prefactor distance shift, amorphous: -0.0254 angstrom
In-In full prefactor effect at k=10 1/angstrom: phase -0.5080 rad, amplitude factor 0.9813
In-O third cumulant: 2.00e-04 angstrom^3
In-O skewness: 0.232 (no unit)
In-O fourth cumulant: 6.62e-06 angstrom^4
third-cumulant phase at k=12 1/angstrom: -0.461 rad
fourth-cumulant amplitude factor, same k: 1.096 (no unit)
series remainder ratio on doubling k: phase 30.9, log amplitude 61.6 (no unit)
amorphous In-O damping at 600 K, k=12 1/angstrom: 0.0253 (no unit)
fit range: 4 to 12 1/angstrom
true variance difference: 0.00300 angstrom^2
recovered, Gaussian with prefactor: 0.00302 angstrom^2
recovered, skewed with prefactor: 0.00247 angstrom^2
half-length of right-angled O-In-O triangle path: 3.67 angstrom
```
